Normal strain of a germanium film matched to silicon (001)

**Problem**

A thin germanium film grows on a thick silicon crystal whose surface is a (001) plane. The film is coherent: its atomic rows continue those of the substrate, without misfit dislocations. Its in-plane strain, measured from relaxed germanium, is −0.04. The elastic constants of the film satisfy C12/C11 = 0.376. The top surface is free.

(a) Derive the strain along the film normal in linear elasticity and evaluate it.

(b) Find the in-plane stress that remains, and the energy released when the film relaxes along its normal.

(c) Express the result through Poisson's ratio ν, and explain why neither −2ν times the in-plane strain nor conservation of volume gives the right answer.

(d) Show how the result changes for a (111) film.

(e) Decide how many digits of the answer are meaningful at a strain of 4 percent.

**Conventions**

The axes x, y, z lie along the cube edges, with z along the film normal. A positive strain is an extension. With a_f the cubic lattice parameter of the relaxed film and a_s that of the substrate, the in-plane strain is

e∥ = (a_s − a_f)/a_f = −0.04.

The strain along the normal is called e⊥. The substrate is thick enough to stay unstrained, and the film is treated as homogeneous, away from its edges. This is an idealization: at a misfit of 4 percent, a germanium film on silicon can stay flat and coherent only up to a thickness of the order of a nanometre, where the atomic layers at the surface and the interface can deviate from the homogeneous result. Strains are dimensionless. Stresses and energy densities are given in units of C11, so no absolute elastic constant is needed.

**Solution of (a): the normal strain**

Coherence fixes the strain components within the plane:

e_xx = e_yy = e∥, e_xy = 0.

The components e_zz, e_xz and e_yz are not fixed by the substrate. They follow from mechanical equilibrium. In a homogeneous film the stress is the same at every depth. No force acts on the top surface, so σ_zz, σ_xz and σ_yz vanish there, and therefore throughout the film.

For a cubic crystal the elastic energy per volume is, to second order in the strain,

W = (C11/2)(e_xx² + e_yy² + e_zz²) + C12(e_xx e_yy + e_yy e_zz + e_zz e_xx) + 2C44(e_xy² + e_yz² + e_zx²).

The shear stresses on the surface are σ_xz = 2C44 e_xz and σ_yz = 2C44 e_yz. Since C44 > 0 in a stable crystal, their vanishing requires e_xz = e_yz = 0. The film does not tilt, and the one remaining unknown is e_zz = e⊥. Inserting the known components gives

W = (C11/2)(2e∥² + e⊥²) + C12(e∥² + 2e∥e⊥).

The normal stress is the derivative of W with respect to e⊥ at fixed e∥:

σ_zz = ∂W/∂e⊥ = C11 e⊥ + 2C12 e∥.

The factor 2 arises because both in-plane directions are strained and each contributes C12 e∥. Setting σ_zz = 0 and dividing by C11 gives

e⊥ = −2(C12/C11) e∥ = −ρ e∥, with ρ = 2C12/C11.

The second derivative of W with respect to e⊥ is C11 > 0, so this is the minimum of the energy.

For the given data,

ρ = 2 × 0.376 = 0.752,

e⊥ = −0.752 × (−0.04) = +0.03008 ≈ +0.030.

The film is compressed by 4 percent in each in-plane direction and extends by about 3 percent along its normal. Its unit cell is no longer cubic but tetragonal, with the ratio of normal to in-plane lattice parameter

(1 + e⊥)/(1 + e∥) = 1.03008/0.96 = 1.073.

The in-plane parameter of the film equals the lattice parameter of silicon. The normal parameter of the film is therefore about 7.3 percent larger than that of the substrate, although the parameter of relaxed germanium exceeds that of silicon by only 1/0.96 − 1, or about 4.2 percent. Of the 7.3 percent, about 4.2 come from the original misfit and about 3.1 from the elastic extension, both measured in units of the silicon parameter.

The free surface is essential. If a pressure p acts on the top while e∥ is held at the same value, the condition becomes σ_zz = −p, and

C11 e⊥ + 2C12 e∥ = −p, so e⊥ = −ρ e∥ − p/C11.

Coherence matters through the value of e∥. Misfit dislocations relieve part of the in-plane compression. If they relieve x and y equally, the relation e⊥ = −ρ e∥ still holds far from their cores, with a remaining e∥ of smaller magnitude. If the relief is unequal, 2e∥ is replaced by the sum e_xx + e_yy, so that e⊥ = −(C12/C11)(e_xx + e_yy).

**Solution of (b): stress and energy**

The in-plane stress follows from the derivative of the general W with respect to e_xx, evaluated afterwards at the film strain:

σ∥ = σ_xx = C11 e∥ + C12 e∥ + C12 e⊥.

Substituting e⊥ = −2(C12/C11)e∥ gives

σ∥ = (C11 + C12 − 2C12²/C11) e∥.

The bracket can be factored:

C11 + C12 − 2C12²/C11 = (C11² + C11C12 − 2C12²)/C11 = (C11 − C12)(C11 + 2C12)/C11.

Both factors in the numerator are positive in a stable cubic crystal, so σ∥ has the sign of e∥. Extension along the normal reduces the compressive stress but cannot remove it. Here

σ∥/C11 = (1 + 0.376 − 2 × 0.376²) × (−0.04) = −0.0437.

To find the energy released, collect the terms of W that contain e⊥ and complete the square:

(C11/2)e⊥² + 2C12 e∥e⊥ = (C11/2)(e⊥ + ρe∥)² − (2C12²/C11)e∥².

The cross term on the right is C11ρ e∥e⊥ = 2C12 e∥e⊥, as required, and the last term removes the extra square (C11/2)ρ²e∥². The terms without e⊥ add (C11 + C12)e∥², so

W = (C11/2)(e⊥ + ρe∥)² + (C11 + C12 − 2C12²/C11)e∥².

At the minimum the first term vanishes, leaving W_min = σ∥e∥. This is the usual half of stress times strain, summed over two equal in-plane directions.

If the film were held at e⊥ = 0, its energy density would be

W(0)/C11 = (1 + 0.376) × 0.04² = 0.00220.

After relaxation it is

W_min/C11 = (−0.04373) × (−0.04) = 0.00175.

The difference, (2C12²/C11)e∥², is 0.00045 in units of C11. Relaxation along the normal thus releases about one fifth of the energy of the film held at e⊥ = 0. The rest remains stored as long as the film stays coherent. The stress and the energies are values of linear elasticity. At a strain of 4 percent they can be off by about 10 percent, because germanium stiffens under compression: the Tersoff and Stillinger–Weber potentials for germanium give an in-plane stress (per undeformed area) 9 to 12 percent and an energy 6 to 8 percent larger in magnitude than their own linear values.

**Solution of (c): Poisson's ratio and volume**

Poisson's ratio is defined by a different experiment: a bar is pulled along one cube axis while its sides are free. Let the pull be along z, with strain e_zz, and let the equal side strains be t. The vanishing side stress gives

0 = σ_xx = C11 t + C12 t + C12 e_zz, so t = −[C12/(C11 + C12)] e_zz.

Hence

ν = −t/e_zz = C12/(C11 + C12) = 0.376/1.376 = 0.273.

Since 1 − ν = C11/(C11 + C12), division gives

2ν/(1 − ν) = 2C12/C11 = ρ.

The film result can therefore also be written as

e⊥ = −[2ν/(1 − ν)] e∥.

The denominator has a simple origin. Let Y be Young's modulus along a cube axis. The film carries the stress σ∥ along both x and y. Each in-plane strain contains the direct response σ∥/Y and the Poisson response −νσ∥/Y to the other stress. The normal strain contains two Poisson responses:

e∥ = (1 − ν)σ∥/Y, e⊥ = −2νσ∥/Y.

Their ratio contains 1 − ν. The expression −2νe∥ would treat e∥ as if it were σ∥/Y and would give +0.0219, which is too small.

Conservation of volume would require (1 + e∥)²(1 + e⊥) = 1, and therefore

e⊥ = 1/0.96² − 1 = +0.0851.

This is almost three times the elastic result. A solid resists changes of shape as well as changes of volume, and its equilibrium balances the two. With the linear result for e⊥, the relative volume change of the film is

0.96² × 1.03008 − 1 = −0.0507,

a reduction of about 5 percent.

Two limits show the role of C12/C11. If C12 = 0, the axes are not coupled and e⊥ = 0. If C12/C11 approaches 1, the shear stiffness (C11 − C12)/2 becomes negligible compared with C11. Then e⊥ approaches −2e∥, and the volume change 2e∥ + e⊥ vanishes to first order in the strain. Conservation of volume thus belongs to a material that resists this change of shape far less than it resists a change of volume, and the given ratio of 0.376 is far from that limit.

**Solution of (d): a (111) film**

Let n = (1,1,1)/√3 be the film normal. The film has a threefold axis along n. A tilt would be a vector in the plane, and no nonzero vector in the plane is unchanged by a rotation of 120°. The equilibrium of a stable crystal in linear elasticity is unique, so it must share this symmetry and has no tilt. The strain tensor is then

e_ij = e∥δ_ij + d n_i n_j, with d = e⊥ − e∥.

Here δ_ij is 1 for i = j and 0 otherwise. Every product n_i n_j equals 1/3. In the cube axes the three diagonal strains are therefore e∥ + d/3, and all off-diagonal strains are d/3. With K = C11 + 2C12, the stresses are

σ_xx = σ_yy = σ_zz = K(e∥ + d/3),

σ_xy = σ_yz = σ_zx = 2C44 d/3.

The normal stress on the surface is the sum of n_i σ_ij n_j over nine terms: three diagonal and six off-diagonal, each with weight 1/3. It must vanish:

σ_xx + 2σ_xy = K e∥ + (K + 4C44)d/3 = 0.

This gives d = −3K e∥/(K + 4C44), and e⊥ = e∥ + d becomes

e⊥ = −2[(C11 + 2C12 − 2C44)/(C11 + 2C12 + 4C44)] e∥.

The answer now depends on C44, which the problem does not supply. For an assumed round ratio C44/C11 = 0.5, chosen for illustration and not as a value for germanium,

e⊥ = 2 × (1.752 − 1)/(1.752 + 2) × 0.04 = +0.0160.

This is about half the (001) value. The difference comes from elastic anisotropy. If the crystal were isotropic, with 2C44 = C11 − C12, the numerator in the square bracket would be 3C12 and the denominator 3C11, and the (001) formula would return. The value +0.030 therefore belongs to the stated orientation.

**Solution of (e): meaningful digits**

Linear elasticity neglects terms of order e∥². Their size can be estimated by taking W to be quadratic in other strain measures that agree with e for small deformations. Two common choices are

Green strain: E = [(1 + e)² − 1]/2,

logarithmic strain: H = ln(1 + e).

In each case the minimization has the same form as before, with e replaced by E or H. For Green strain, E⊥ = −ρE∥ gives

(1 + e⊥)² − 1 = −ρ[(1 + e∥)² − 1],

e⊥ = √{1 − ρ[(1 + e∥)² − 1]} − 1 = +0.0291.

For logarithmic strain, ln(1 + e⊥) = −ρ ln(1 + e∥) gives

e⊥ = (1 + e∥)^(−ρ) − 1 = +0.0312.

To compare these with the linear law, expand them in e∥. In the Green case put y = ρ(2e∥ + e∥²) and use √(1 − y) ≈ 1 − y/2 − y²/8. Up to second order,

Green: e⊥ ≈ −ρe∥ − ρ(1 + ρ)e∥²/2.

The binomial series gives

logarithmic: e⊥ ≈ −ρe∥ + ρ(1 + ρ)e∥²/2.

The two corrections have equal size and opposite sign. Their size is

0.752 × 1.752 × 0.04²/2 = 0.00105.

The linear result lies between the two estimates. The spread depends on which measures are chosen: the Almansi strain [1 − (1 + e)⁻²]/2 gives e⊥ = +0.0336. They are not bounds for real germanium, whose second-order response depends on elastic constants of third order that are not given here.

An atomistic model shows how one of these laws can arise. In the Keating model of the diamond lattice, the energy is a sum of squared changes in the scalar products of bond vectors that meet at an atom. Products of a bond with itself have weight α, and products of two different bonds have weight β. Under a homogeneous deformation, the product of bond vectors r and s changes by 2 r·E·s, where E is the Green strain tensor. Without a relative shift of the two sublattices, the energy is therefore quadratic in Green strain.

The weights follow from C12/C11. For strains E₁, E₂, E₃ along the cube axes, summing over the four bonds and twelve bond angles of a primitive cell gives an energy proportional to

α(E₁ + E₂ + E₃)² + β[(E₁ − E₂ − E₃)² + (E₂ − E₃ − E₁)² + (E₃ − E₁ − E₂)²].

Expanding the squares gives

(α + 3β)(E₁² + E₂² + E₃²) + 2(α − β)(E₁E₂ + E₂E₃ + E₃E₁).

In W the corresponding coefficients are C11/2 and C12. Therefore

C12/C11 = (α − β)/(α + 3β), so β/α = (1 − 0.376)/(1 + 3 × 0.376) = 0.293.

A numerical least-squares minimization of this energy, with cell height, tilt and sublattice shift all free, gives e⊥ = +0.0291, the Green-strain value. This is a property of the Keating model, and other interatomic forces give a different nonlinear correction. At e∥ = −0.04 the Stillinger–Weber potential for germanium departs from its own linear law by −0.0001 and the Tersoff potential by +0.0025.

The input also limits the precision. Since e⊥ is proportional to e∥, a change of 0.001 in e∥ changes e⊥ by about 0.00075. A change of 0.01 in C12/C11 changes it by 0.0008. The fourth and fifth decimals of 0.03008 are therefore results of the arithmetic and not predictions for the film, and the third decimal is itself uncertain. The answer is e⊥ ≈ +0.030 in linear elasticity, with a model dependence of about 0.001 to 0.003 on the evidence of these estimates.

Numerical values quoted here were computed with a short program.
